# Three-Omega Heating of Anisotropic Multilayers: Separating Conductivities with Two Heater Widths

A long metal strip of width $2b$ and length $\ell$ lies on a stack of flat layers. It carries the current $I_0\cos\omega t$ and serves both as heater and as thermometer, with resistance $R_0(1+\alpha T)$, where $T$ is its mean temperature rise. The $x$ axis runs across the strip and $z$ points down into the stack. Layer $j$ has thickness $d_j$, heat capacity per volume $C_j$, and conductivities $k_{x,j}$ (in plane) and $k_{z,j}$ (cross plane) along its principal axes.

Four assumptions hold throughout. The strip is long enough that nothing depends on the coordinate along it. It releases a uniform heat flux. Its own heat capacity, its lateral conduction and its contact resistance to the top layer are neglected. No heat leaves upward. Oscillating temperatures and heat fluxes are real parts of complex amplitudes times $e^{+i\Omega t}$, with $\Omega=2\omega$. SI units are used.

## (a) From temperature to voltage

**Find the voltage at $3\omega$ in terms of the complex temperature amplitude $\Theta$ of the strip.**

To lowest order in $\alpha T$ the Joule power is

$$I_0^2R_0\cos^2\omega t=\tfrac12 I_0^2R_0(1+\cos2\omega t).$$

The oscillating power per length therefore has amplitude $p=I_0^2R_0/(2\ell)$, and the temperature is $T=T_{\rm dc}+\mathrm{Re}(\Theta e^{2i\omega t})$. With $V_0=I_0R_0$ the voltage is

$$V=V_0\cos\omega t\,\left[1+\alpha T_{\rm dc}+\alpha\,\mathrm{Re}(\Theta e^{2i\omega t})\right].$$

Writing $\cos\omega t=\frac12(e^{i\omega t}+e^{-i\omega t})$ gives

$$\cos\omega t\;\mathrm{Re}(\Theta e^{2i\omega t})=\tfrac12\mathrm{Re}(\Theta e^{3i\omega t})+\tfrac12\mathrm{Re}(\Theta e^{i\omega t}).$$

The first term gives the signal, whose complex amplitude multiplies $e^{3i\omega t}$:

$$V_{3\omega}=\tfrac12\,\alpha V_0\,\Theta .$$

The change of heating power caused by the change of resistance has been dropped. It is a correction of relative order $\alpha T$.

## (b) The response of the stack

**Find $\Theta$ for any number of layers, including interface resistances.**

In each layer $i\Omega C\,T=k_x\partial_x^2T+k_z\partial_z^2T$. The Fourier transform $\hat T(\lambda,z)=\int T e^{-i\lambda x}dx$ replaces $\partial_x^2$ by $-\lambda^2$, so that

$$\hat T''=q^2\hat T,\qquad q=\sqrt{\frac{k_x\lambda^2+i\Omega C}{k_z}},\qquad Y=k_zq,$$

with $\mathrm{Re}\,q>0$. Let $\hat T_0$ and $Q_0$ be the temperature and the downward flux $Q=-k_z\hat T'$ at the top of the layer. Then

$$\hat T=\hat T_0\cosh qz-\frac{Q_0}{Y}\sinh qz,\qquad Q=Q_0\cosh qz-Y\hat T_0\sinh qz .$$

Suppose that what lies below imposes $Q(d)=B\hat T(d)$. Collecting terms,

$$Q_0\left(\cosh qd+\frac BY\sinh qd\right)=\hat T_0\,(B\cosh qd+Y\sinh qd).$$

Division by $\cosh qd$ gives the thermal admittance $A=Q_0/\hat T_0$ at the top:

$$A_j=Y_j\,\frac{B_j+Y_jt_j}{Y_j+B_jt_j},\qquad t_j=\tanh q_jd_j .$$

An interface resistance $R_j$ below the layer makes the temperature drop by $R_jQ$, while $Q$ is continuous. The temperature above the interface is thus $Q/A_{j+1}+R_jQ$, and

$$B_j=\frac{A_{j+1}}{1+R_jA_{j+1}} .$$

The recursion starts at the bottom. An adiabatic back has $B=0$. In a half-space only $e^{-qz}$ is allowed, so $A=Y$.

The flux $p/(2b)$ on $|x|<b$ has the transform $p\,\mathrm{sinc}(\lambda b)$, where $\mathrm{sinc}\,u=\sin u/u$. The surface temperature is

$$T(x,0)=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{p\,\mathrm{sinc}(\lambda b)}{A_1(\lambda)}e^{i\lambda x}d\lambda .$$

The mean of $e^{i\lambda x}$ over the strip is again $\mathrm{sinc}(\lambda b)$, and $A_1$ is even in $\lambda$. Hence

$$\Theta=\frac p\pi\int_0^\infty\frac{\mathrm{sinc}^2(\lambda b)}{A_1(\lambda)}\,d\lambda .$$

Principal axes tilted in the $xz$ plane add the mixed term $2k_{xz}\partial_x\partial_zT$ to the heat equation. Setting $\hat T=e^{-i\lambda(k_{xz}/k_{zz})z}\,\hat U$ removes it and gives $k_{zz}\hat U''=[(k_{xx}-k_{xz}^2/k_{zz})\lambda^2+i\Omega C]\hat U$. The flux $Q=-k_{zz}\hat T'-i\lambda k_{xz}\hat T$ carries the same factor, which cancels in $Q/\hat T$. The recursion therefore still holds, with $k_x$ replaced by $k_{xx}-k_{xz}^2/k_{zz}$ and $k_z$ by $k_{zz}$.

## (c) Is a second width always needed?

**Examine an anisotropic half-space at low frequency.**

Here $A^2=k_xk_z\lambda^2+i\Omega k_zC$. The response involves the material through $k_xk_z$ and $k_zC$ alone. If $C$ is unknown, no choice of widths and frequencies separates $k_x$ from $k_z$. If $C$ is known, one width can suffice, as the following limit shows.

Let $\kappa=\sqrt{k_xk_z}$ and $\varepsilon=b\sqrt{i\Omega C/k_x}$. With $u=\lambda b$,

$$\Theta=\frac{p}{\pi\kappa}J,\qquad J=\int_0^\infty\frac{\sin^2u}{u^2\sqrt{u^2+\varepsilon^2}}\,du .$$

For $|\varepsilon|\ll1$, split the integral at $U$ with $|\varepsilon|\ll U\ll1$. Below $U$, $\sin^2u/u^2\approx1$, and the integral is $\mathrm{arsinh}(U/\varepsilon)\approx\ln(2U/\varepsilon)$. Above $U$, $\varepsilon$ can be dropped, and two integrations by parts give

$$\int_U^\infty\frac{\sin^2u}{u^3}du=\frac{\sin^2U}{2U^2}+\frac{\sin2U}{2U}+\int_U^\infty\frac{\cos2u}{u}du\;\to\;\frac12+1-\gamma-\ln2U,$$

where $\gamma$ is Euler's constant. In the sum $U$ cancels. Since $\ln\varepsilon=\frac12\ln(\Omega Cb^2/k_x)+i\pi/4$,

$$\Theta\simeq\frac p{\pi\kappa}\left[-\frac12\ln\frac{\Omega Cb^2}{k_x}+\frac32-\gamma-\frac{i\pi}4\right].$$

The slope of $\mathrm{Re}\,\Theta$ against $\ln\Omega$ is $-p/(2\pi\kappa)$ and gives $\kappa$. The offset then gives $k_x$, provided $C$ is known. This step is delicate. Since $k_x$ enters through a logarithm, a relative error in $\kappa\,\mathrm{Re}\,\Theta/p$ is multiplied by $2\,\mathrm{Re}\,J$, about 9 at $|\varepsilon|=0.025$. The constant $\frac32$ also belongs to a uniform flux: an isothermal strip has $\ln4=1.386$ instead, and reading its data with $\frac32$ gives $k_x$ too low by the factor $e^{2(\ln4-3/2)}=0.80$. For a film on a good conductor, too thin to show its heat capacity, one width at a single film thickness is no longer enough. This case is treated next.

## (d) A thin film on a good conductor

**Find the extra temperature caused by a film of thickness $d$, and its dependence on $b$.**

Let $A_s$ be the admittance of the bare substrate, and take no interface resistance. The film adds

$$\frac1{A_1}-\frac1{A_s}=\frac{Y+A_st}{Y(A_s+Yt)}-\frac1{A_s}
=\frac{YA_s+A_s^2t-YA_s-Y^2t}{YA_s(A_s+Yt)}=\frac{t\,(A_s^2-Y^2)}{YA_s(A_s+Yt)} .$$

Now let $\Omega Cd^2/k_z\ll1$, and let $b$ be much smaller than the thermal penetration length in the substrate. Over most of the relevant $\lambda$ heat storage in the substrate is then negligible, and $A_s\simeq k_s\lambda$. Storage in the film changes $q$ appreciably only where $k_x\lambda^2$ is not large compared with $\Omega C$. There $|qd|\ll1$, and on a good conductor $|Y|\ll|A_s|$, so the added term is $t/Y\approx d/k_z$ whether storage is kept or not. It can therefore be dropped from $q$ as well. With $\eta=\sqrt{k_x/k_z}$ we set $q=\eta\lambda$ and $Y=\kappa\lambda$. Setting $\chi=\kappa/k_s$,

$$\frac1{A_1}-\frac1{A_s}\simeq\frac{(1-\chi^2)\,t}{\kappa\lambda(1+\chi t)},\qquad t=\tanh(\eta\lambda d).$$

This is real and independent of frequency, so one width supplies one number for two unknowns.

For $\chi\to0$ the substrate acts as an isothermal base. Let $r$ be the film's temperature per line power, and $\beta=\eta d/b$. Because $\beta/\kappa=d/(bk_z)$,

$$r=\frac1{\pi\kappa}\int_0^\infty\frac{\sin^2u}{u^3}\tanh(\beta u)\,du=\frac{d}{2bk_z}S(\beta),\qquad S=\frac2{\pi\beta}\int_0^\infty\frac{\sin^2u}{u^3}\tanh(\beta u)\,du .$$

The pole expansion $\tanh v=\sum_{n\ge1}2v/(v^2+a_n^2)$, $a_n=(n-\frac12)\pi$, gives

$$\frac{\tanh\beta u}{u}=\frac2\beta\sum_n\frac1{u^2+c_n^2},\qquad c_n=\frac{a_n}\beta .$$

Partial fractions and the integrals $\int_0^\infty\sin^2u/u^2\,du=\pi/2$ and $\int_0^\infty\sin^2u/(u^2+c^2)\,du=\pi(1-e^{-2c})/(4c)$ yield

$$\int_0^\infty\frac{\sin^2u\,du}{u^2(u^2+c^2)}=\frac{\pi}{2c^2}\left[1-\frac{1-e^{-2c}}{2c}\right].$$

Therefore

$$S=\sum_n\frac2{a_n^2}\left[1-\frac{\beta(1-e^{-2a_n/\beta})}{2a_n}\right].$$

The expansion of $\tanh v/v$ at $v=0$ shows that $\sum2/a_n^2=1$. Also $\sum a_n^{-3}=(8/\pi^3)\sum(2n-1)^{-3}=7\zeta(3)/\pi^3$. The result is

$$S(\beta)=1-\frac{7\zeta(3)}{\pi^3}\beta+\beta\sum_n\frac{e^{-2a_n/\beta}}{a_n^3}.$$

For a wide strip, $\beta\ll1$, heat flows straight down and $r\to d/(2bk_z)$. The term linear in $\beta$, with coefficient $0.2714$, is the relief from sideways flow at the two edges. The remainder is exponentially small.

The opposite limit is easiest in real space. A line source of unit power produces

$$g(x)=\frac1{\pi\kappa}\int_0^\infty\cos(\lambda x)\frac{\tanh(\eta d\lambda)}\lambda d\lambda=\frac1{\pi\kappa}\sum_n\frac\pi{a_n}e^{-a_n|x|/(\eta d)},$$

by the same pole expansion and $\int_0^\infty\cos(\lambda x)/(\lambda^2+c^2)\,d\lambda=\pi e^{-c|x|}/(2c)$. With $w=\pi|x|/(2\eta d)$ the sum is $2\sum_n e^{-(2n-1)w}/(2n-1)=2\,\mathrm{artanh}\,e^{-w}=\ln\coth(w/2)$, so

$$g(x)=\frac1{\pi\kappa}\ln\coth\frac{\pi|x|}{4\eta d}.$$

Averaging over source and observation points in the strip weights a separation $2bs$ by $2(1-s)$:

$$r=2\int_0^1(1-s)\,g(2bs)\,ds .$$

For $\beta\gg1$, $\ln\coth\to\ln(2\beta/\pi)-\ln s$. Since $-2\int_0^1(1-s)\ln s\,ds=2(1-\frac14)=\frac32$,

$$r\to\frac1{\pi\kappa}\left[\ln\frac{2\beta}\pi+\frac32\right].$$

A wide strip thus measures mainly $k_z$. For a very narrow one the relative sensitivities to $k_x$ and $k_z$ become equal, so that it measures mainly $\kappa=\sqrt{k_xk_z}$, but because of the logarithm this limit is approached slowly.

## (e) Do two widths fix both conductivities?

**For the isothermal base, decide whether $r_1=r(b_1)$ and $r_2=r(b_2)$, with $b_1<b_2$, determine $k_x$ and $k_z$ uniquely.**

Put $\tau=\ln[b/(\eta d)]$ and $s=e^\sigma$. The real-space formula becomes $r=F(\tau)/\kappa$ with

$$F(\tau)=\frac2\pi\int_{-\infty}^0w(\sigma)\,G(\tau+\sigma)\,d\sigma,\quad w=(1-e^\sigma)e^\sigma,\quad G(v)=\ln\coth\left(\tfrac\pi2e^v\right).$$

The argument rests on log-concavity, meaning that the logarithm of a function is concave.

*The weight.* For $\sigma<0$, $(\ln w)''=-e^\sigma/(1-e^\sigma)^2<0$. Setting $w=0$ for $\sigma\ge0$ preserves log-concavity.

*The kernel.* Differentiation gives $G'=-j$ with $j(v)=y/\sinh y$ and $y=\pi e^v$. Then $-j'/j=y\coth y-1$, which increases with $v$ because $d(y\coth y)/dy=(\sinh2y-2y)/(2\sinh^2y)>0$. Hence

$$\left(-\frac{j'}{j}\right)(v)\,G(v)=\left(-\frac{j'}{j}\right)(v)\int_v^\infty j\,dv'<\int_v^\infty(-j')\,dv'=j(v).$$

Multiplying by $j$ gives $-j'G<j^2$, that is $GG''<G'^2$. So $G$ is strictly log-concave.

*The average.* Take $\tau_1<\tau_2$ and $\delta>0$. Up to the factor $2/\pi$, $F(\tau_i+\delta')=\int w(v-\tau_i)G(v+\delta')dv$ for $\delta'=0$ or $\delta$. Expanding the product of integrals and pairing $(v,v')$ with $(v',v)$ gives

$$F(\tau_1)F(\tau_2+\delta)-F(\tau_1+\delta)F(\tau_2)=\frac4{\pi^2}\iint_{v<v'}W\,H\,dv\,dv',$$

$$W=w(v-\tau_1)w(v'-\tau_2)-w(v'-\tau_1)w(v-\tau_2),$$

$$H=G(v)G(v'+\delta)-G(v')G(v+\delta).$$

In $W$ both products have the same sum of arguments, but the first pair lies between the members of the second, so $W\ge0$. It is positive, for example, when $v<\tau_1<v'<\tau_2$. Strict log-concavity of $G$ gives $H<0$. The left side is therefore negative, and $F(\tau+\delta)/F(\tau)$ strictly decreases with $\tau$.

Now choose $\delta=\ln(b_2/b_1)$. Then $r_2/r_1=F(\tau_1+\delta)/F(\tau_1)$, and raising $\eta$ lowers $\tau_1=\ln[b_1/(\eta d)]$. So $r_1/r_2$ falls strictly as $\eta$ rises. By part (d) it starts at $b_2/b_1$ for $\eta\to0$ and tends to 1 for $\eta\to\infty$. Every measured ratio between these limits fixes one $\eta$. Either $r$ then fixes $k_z$, and $k_x=\eta^2k_z$. The answer is yes, for a quasi-static film on an isothermal base without interface resistance.

The approach to 1 is logarithmic. For $b_2/b_1=20$ and $d=2b_1$, the ratio is still $1.53$ at $\eta=10^3$.

## (f) How errors propagate

**Find the sensitivity of the two conductivities to errors in $r_1$ and $r_2$.**

We have $\ln r=-\frac12\ln k_x-\frac12\ln k_z+\ln F(\tau)$, with $\tau=\ln(b/d)-\frac12\ln k_x+\frac12\ln k_z$. With $\psi=d\ln r/d\ln b=d\ln F/d\tau$,

$$\frac{\partial\ln r}{\partial\ln k_x}=-\frac{1+\psi}2,\qquad\frac{\partial\ln r}{\partial\ln k_z}=-\frac{1-\psi}2 .$$

The determinant for two widths is

$$D=\tfrac14\left[(1+\psi_1)(1-\psi_2)-(1-\psi_1)(1+\psi_2)\right]=\tfrac12(\psi_1-\psi_2).$$

By part (e), $\ln F$ is strictly concave, so $\psi$ strictly decreases with $b$ and $D>0$. Its limits are $0$ for narrow and $-1$ for wide strips, hence $D<\frac12$. Two similar widths make $D$ small and the inversion poorly conditioned.

## (g) A worked example

**A film has $d=1\ \mu$m, $k_x=4$ and $k_z=1$ W/(m K). It lies on a half-space with $k_s=100$ W/(m K), behind an interface resistance $R=2\times10^{-8}$ m² K/W. Both heat capacities are $2\times10^6$ J/(m³ K). Strips 1 µm and 20 µm wide are driven at 1 kHz with $p=1$ W/m. Recover the conductivities from synthetic data.**

These are round model parameters. The data come from a two-dimensional finite-volume solution of the heat equation, which uses neither the Fourier transform nor the recursion.

*Regime.* $\Omega=4\pi\times10^3=1.257\times10^4$ rad/s, so $\Omega Cd^2/k_z=0.025$. The substrate penetration length $\sqrt{k_s/(C_s\Omega)}$ is 63 µm, and $\chi=2/100=0.02$. With $\eta=2$, $\beta_1=2/0.5=4$ and $\beta_2=2/10=0.2$.

*Data.* The amplitudes are $\Theta_1=0.4042-0.0045i$ K and $\Theta_2=0.05665-0.00312i$ K. The recursion agrees within a relative difference of $3\times10^{-5}$. For $\alpha=3\times10^{-3}$ K$^{-1}$ the narrow strip gives $|V_{3\omega}/V_0|=\frac12(0.003)(0.4042)=6.1\times10^{-4}$.

*Isotropic fits.* Forcing $k_x=k_z$ gives 1.47 W/(m K) from the narrow strip and 1.03 W/(m K) from the wide one. Each fit reproduces the real part of its own datum. Since the known $R$ is included in both and the strip is ideal, their disagreement here comes from the anisotropy. With a real strip part of such a disagreement can come from the strip itself, as the last paragraph shows.

*Closed inversion.* Subtracting the real bare-substrate responses leaves $0.40418-0.01834\approx0.3858$ and $0.05665-0.00881=0.0478$ K m/W. The formulas of part (d), which ignore $R$ and $\chi$, then give $k_x=4.24$ and $k_z=0.9865$ W/(m K).

The sensitivities explain this bias. For the true conductivities the isothermal-base values are $0.38884$ and $0.04729$ K m/W, so the logarithmic deviations of the data are $\delta_1=-0.0077$ and $\delta_2=+0.0116$. The finite substrate conductivity lowers the excess through the factor $(1-\chi^2)/(1+\chi t)<1$, and heat storage in the film lowers it slightly further, while the interface raises it. The lowering prevails for the narrow strip and the interface for the wide one. With $\psi_1=-0.4025$ and $\psi_2=-0.9426$, $D=0.2701$, and

$$\delta\ln k_x=\frac{-0.9713\,\delta_1+0.7012\,\delta_2}{0.2701}\approx0.058,$$

against an actual value of $0.058$. For $k_z$ both are $-0.014$.

*Full inversion.* Fitting both widths with the complete recursion and the known $R$ returns $k_x=4.00$ and $k_z=1.00$ W/(m K). This shows recovery in this case; the uniqueness proof of part (e) does not cover a finite substrate.

*The interface.* Omitting $R$ from the fit gives $k_x=4.08$ and $k_z=0.980$ W/(m K). The reason for the shift of $k_z$ is visible in the recursion. For a wide strip $t/Y\to d/k_z$ and $Yt$ is negligible, so $1/A_1\approx d/k_z+R+1/A_s$. The interface mimics a film with $1/k_z'=1/k_z+R/d=1.02$ m K/W, or $k_z'=0.980$ W/(m K). Within this limit $R$ must be known independently, or separated by varying $d$ at fixed $R$ and film conductivities. The fit must then include the sideways flow, which at $b=10\ \mu$m changes the film's response by 5%, more than the 2% due to $R$.

*Noise.* Independent relative errors of 1% in the two film excesses give, to linear order, about 4.4% in $k_x$ and 1.1% in $k_z$. The in-plane value is less certain because both strips respond to it more weakly than to $k_z$. The sensitivities to $k_x$ are $-0.30$ (narrow) and $-0.03$ (wide), compared with $-0.70$ and $-0.97$ for $k_z$. The remaining values are in the numerical output.

*Limits for a real strip.* The same amplification acts on errors of the model, and two opening assumptions are not safe at these dimensions. A metal strip of thickness $d_m$ and conductivity $k_m$ evens out its temperature over the length $\sqrt{k_md_md/k_z}$, which is 4.5 µm for 100 nm and 200 W/(m K). The narrow strip is then nearly isothermal instead of releasing a uniform flux. For an isothermal strip on an isothermal base, conformal mapping gives $r=K(k')/[2\kappa K(k)]$ with modulus $k=\tanh[\pi b/(2\eta d)]$ and $k'=\sqrt{1-k^2}$. This is $0.3714$ and $0.04595$ K m/W here, 4.5% and 2.8% below the uniform-flux values. Inverting these with part (d) gives $k_x=4.38$ and $k_z=1.03$ W/(m K), and an isotropic film with $k=1$ W/(m K) would appear to have $k_x/k_z\approx1.2$. A contact resistance $R_c$ under the strip adds $R_c/(2b)$ to each response; ignoring $R_c=10^{-8}$ m² K/W lowers $k_x$ by about 6%. A fit to measured data must model both effects.

## Table of computed values

```
film thickness = 1.00 um
film true kx, kz = 4.00, 1.00 W/(m K)
film, substrate heat capacity = 2.00e+06, 2.00e+06 J/(m3 K)
substrate conductivity = 100.0 W/(m K)
interface resistance = 2.00e-08 m2 K/W
current frequency = 1000.0 Hz
thermal angular frequency Omega = 1.25664e+04 rad/s
line power amplitude = 1.00 W/m
temperature coefficient alpha = 3.00e-03 1/K
substrate penetration length = 63.08 um
film Omega C d^2/kz = 0.0251 (dimensionless)
contrast kappa/k_sub = 0.0200 (dimensionless)
edge coefficient 7 zeta(3)/pi^3 = 0.271377
narrow: strip width = 1.00 um
narrow: beta, S = 4.000, 0.38884 (dimensionless)
narrow: psi = -0.4025 (dimensionless)
narrow: d ln r/d ln kx, kz = -0.2988, -0.7012
narrow: finite-volume Theta = 0.40418 -0.00454i K
narrow: recursive Theta = 0.40417 -0.00454i K
narrow: bare-substrate Theta = 0.01834 -0.00250i K
narrow: real film excess = 0.38585 K m/W
narrow: isothermal-base r = 0.38884 K m/W
narrow: |V3/V0| = 6.0631e-04 (dimensionless)
narrow: isotropic fit k = 1.4707 W/(m K)
wide: strip width = 20.00 um
wide: beta, S = 0.200, 0.94572 (dimensionless)
wide: psi = -0.9426 (dimensionless)
wide: d ln r/d ln kx, kz = -0.0287, -0.9713
wide: finite-volume Theta = 0.05665 -0.00312i K
wide: recursive Theta = 0.05665 -0.00312i K
wide: bare-substrate Theta = 0.00881 -0.00246i K
wide: real film excess = 0.04784 K m/W
wide: isothermal-base r = 0.04729 K m/W
wide: |V3/V0| = 8.5098e-05 (dimensionless)
wide: isotropic fit k = 1.0331 W/(m K)
closed inversion kx, kz = 4.2370, 0.9865 W/(m K)
full inversion kx, kz = 3.9996, 1.0000 W/(m K)
full inversion, R omitted = 4.0793, 0.9804 W/(m K)
predicted closed log bias kx, kz = 0.0578, -0.0136
actual closed log bias kx, kz = 0.0576, -0.0136
sensitivity determinant = 0.2701
error amplification kx, kz = 4.436, 1.111
recursion/ODE max relative difference = 1.9e-12
third-harmonic relative difference = 8.7e-05
bulk-limit relative difference = 8.4e-07
spreading-sum max relative difference = 7.3e-12
real-space max relative difference = 7.3e-12
static-excess max relative difference = 2.6e-03
finite-volume max relative difference = 2.8e-05
width ratio at eta = 1e-03: 19.9897
width ratio at eta = 1e+03: 1.5299
```
